# Moreau–Yosida regularization of the Lieb functional in a bounded box: test program

```python
# Moreau-Yosida regularized DFT (Hartree atomic units).
# E(v): ground energy of H0+v; F: constrained-search functional; <a,b> = h*sum(a*b).
# F_eps(s) = min_rho F(rho) + |s-rho|^2/(2 eps), minimizer p = prox(s), s = quasi-density.
# Tested: grad F_eps = (s-p)/eps, (1/eps)-Lipschitz;
#   E_eps(v) = min_s F_eps(s)+<v,s> = E(v) - eps|v|^2/2, minimizer s = rho - eps v;
#   F_eps(s) = max_v E_eps(v)-<v,s>; F(p) = F_eps - eps|grad|^2/2; F_eps rises to F;
#   Kohn-Sham: v_s = v+v_Hxc, rho = rho_s - eps v_Hxc.
# F_eps comes from minimization over wavefunctions, E from diagonalization.
# Hopping is non-positive, so the search over psi>=0 is convex in psi^2 and equals
# the ensemble search.
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.integrate import quad
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)
A = np.array
def show(label, val, unit=''):
    print(label, '=', ' '.join('%.6f' % z for z in np.atleast_1d(val)), unit)

class Model:
    def __init__(self, H0, occ, h):
        self.H0, self.occ, self.h = H0, occ, h
        self.dense = H0.toarray() if sp.issparse(H0) else H0
    def dot(self, a, b):
        return self.h * float(np.dot(a, b))
    def ground(self, v):
        w, u = eigh(self.dense + np.diag(self.occ @ v), subset_by_index=[0, 0])
        return w[0], self.occ.T @ u[:, 0]**2 / self.h
    def envelope(self, s, eps, start=None):
        def fun(x):
            nrm = np.linalg.norm(x); psi = x / nrm
            diff = self.occ.T @ psi**2 / self.h - s
            H0psi = self.H0 @ psi
            Hpsi = H0psi + (self.occ @ diff / eps) * psi
            return (psi @ H0psi + self.dot(diff, diff) / (2 * eps),
                    2 * (Hpsi - (psi @ Hpsi) * psi) / nrm)
        n = self.occ.shape[0]
        x0 = np.ones(n) / np.sqrt(n) if start is None else start
        r = minimize(fun, x0, jac=True, method='L-BFGS-B', bounds=[(0, None)] * n,
                     options=dict(ftol=0.0, gtol=1e-10, maxiter=3000))
        psi = r.x / np.linalg.norm(r.x)
        return r.fun, self.occ.T @ psi**2 / self.h, psi

def dimer(t, U):  # singlet basis |20>, |11>, |02>
    k = -np.sqrt(2) * t
    return Model(A([[U, k, 0], [k, 0, k], [0, k, U]], float), A([[2., 0], [1, 1], [0, 2]]), 1.0)
def fock_energy(t, U, v):  # all two-electron states, Jordan-Wigner
    a, Z, I = A([[0., 1], [0, 0]]), np.diag([1., -1]), np.eye(2)
    c = []
    for j in range(4):
        m = np.eye(1)
        for o in [Z] * j + [a] + [I] * (3 - j):
            m = np.kron(m, o)
        c.append(m)
    n = [o.T @ o for o in c]
    H = U * (n[0] @ n[1] + n[2] @ n[3]) + v[0] * (n[0] + n[1]) + v[1] * (n[2] + n[3])
    for s_ in (0, 1):
        H = H - t * (c[s_].T @ c[s_ + 2] + c[s_ + 2].T @ c[s_])
    idx = np.where(abs(np.diag(sum(n)) - 2) < 1e-9)[0]
    return np.linalg.eigvalsh(H[np.ix_(idx, idx)])[0]
def min1d(f, lo, hi):
    best = min(f(lo), f(hi))
    if hi - lo > 1e-12:
        best = min(best, minimize_scalar(f, bounds=(lo, hi), method='bounded',
                                         options=dict(xatol=1e-12)).fun)
    return best
def F_search(n1, t, U):  # constrained search at density (n1, 2-n1); d = weight of |11>
    n2 = 2 - n1; rt = lambda z: np.sqrt(max(z, 0.0))
    return min1d(lambda d: U * (1 - d) - 2 * np.sqrt(2) * t * rt(d)
                 * (rt((n1 - d) / 2) + rt((n2 - d) / 2)), 0.0, min(n1, n2))
def envelope_nested(s, eps, t, U):
    return min1d(lambda n: F_search(n, t, U) + ((s[0] - n)**2 + (s[1] - 2 + n)**2) / (2 * eps), 0.0, 2.0)
def fd_grad(f, s, d=1e-4):
    return A([(f(s + d * e) - f(s - d * e)) / (2 * d) for e in np.eye(len(s))])
def simplex(f, x0):
    x0 = A(x0, float)
    return minimize(f, x0, method='Nelder-Mead', options=dict(xatol=1e-7, fatol=1e-13, maxfev=600,
                    initial_simplex=[x0, x0 + [0.3, 0], x0 + [0, 0.3]]))

R = 10.0
coul = quad(lambda r: 4 * np.pi * r**2 * (1 / r)**2, 0, R)[0]
assert abs(coul - 4 * np.pi * R) < 1e-8
show('|1/r|^2 on ball R=10 bohr', coul, 'Ha^2 bohr^3')

# ---------- interacting dimer ----------
t, U, eps, v = 0.5, 2.0, 0.2, A([-1.0, 0.5])
M = dimer(t, U); Fe = lambda s: M.envelope(s, eps)[0]
show('dimer t, U, v1, v2', [t, U, *v], 'Ha'); show('dimer eps', eps, '1/Ha')
for w in (v, A([0., 0]), A([2., -3])):
    assert abs(M.ground(w)[0] - fock_energy(t, U, w)) < 1e-11
pts = rng.uniform(-1, 3, (6, 2)); data = []
for s in pts:
    f, p, _ = M.envelope(s, eps); g = fd_grad(Fe, s); data.append((s, f, p, g))
    assert np.allclose(g, (s - p) / eps, atol=1e-5)
    assert np.allclose(M.ground(-g)[1], p, atol=1e-5)        # p is the ground density of -g
    pr = s - eps * g
    assert abs(F_search(pr[0], t, U) - (f - eps / 2 * g @ g)) < 1e-5
lip = 0
for (s, f, p, g) in data:
    for (s2, f2, p2, g2) in data:
        if s is s2: continue
        dl = s2 - s; rem = f2 - f - (s - p) / eps @ dl
        assert -1e-6 < rem < dl @ dl / (2 * eps) + 1e-6
        assert (p2 - p) @ (p2 - p) <= (p2 - p) @ dl + 1e-7
        lip = max(lip, np.linalg.norm(g2 - g) / np.linalg.norm(dl))
sat = np.linalg.norm(fd_grad(Fe, pts[0] + 0.3) - data[0][3]) / (0.3 * np.sqrt(2))
assert lip <= 1 / eps + 1e-5 and abs(sat - 1 / eps) < 1e-4
show('Lipschitz ratio: max random, along (1,1)', [lip, sat], 'Ha')
for (s, f, p, g) in data[:3]:
    assert abs(envelope_nested(s, eps, t, U) - f) < 1e-6
    r = simplex(lambda w: -(M.ground(w)[0] - eps / 2 * w @ w - w @ s), [0, 0])
    assert abs(-r.fun - f) < 1e-9 and np.allclose(r.x, -g, atol=1e-4)
for _ in range(20):
    a, b = rng.normal(0, 2, (2, 2)); Ee = lambda w: M.ground(w)[0] - eps / 2 * w @ w
    assert Ee((a + b) / 2) >= (Ee(a) + Ee(b)) / 2 + eps / 8 * (a - b) @ (a - b) - 1e-12
res = []
for w in (v, v + 1.0, A([1.5, -2.0])):
    r = simplex(lambda s: Fe(s) + w @ s, [1, 1]); Ew, rw = M.ground(w); res.append(r)
    assert abs(r.fun - (Ew - eps / 2 * w @ w)) < 1e-9
    assert np.allclose(r.x + eps * w, rw, atol=1e-5)
    assert abs(r.x.sum() - (2 - eps * w.sum())) < 1e-5
E, rho = M.ground(v); sig = rho - eps * v
show('E by diagonalization', E, 'Ha'); show('rho by diagonalization', rho)
show('E_eps by minimizing over s', res[0].fun, 'Ha'); show('minimizing s', res[0].x)
show('sum of s', res[0].x.sum()); show('eps|v|^2/2', eps / 2 * v @ v, 'Ha')
Erec = res[0].fun + eps / 2 * v @ v
show('recovered E', Erec, 'Ha'); show('recovered E', Erec * EV, 'eV')
show('recovered rho = s+eps v', res[0].x + eps * v)
show('F_eps(s), <v,s>', [Fe(sig), v @ sig], 'Ha')
show('F(rho): search, F_eps-eps|v|^2/2', [F_search(rho[0], t, U), Fe(sig) - eps / 2 * v @ v], 'Ha')
show('shift c=1 Ha: change of E, of E_eps', [M.ground(v + 1)[0] - E, res[1].fun - res[0].fun], 'Ha')
show('shift c=1 Ha: minimizing s', res[1].x)
# Kohn-Sham
M0 = dimer(t, 0.0); F0 = lambda s: M0.envelope(s, eps)[0]
vh = fd_grad(lambda s: Fe(s) - F0(s), sig); vs = v + vh; Eh = Fe(sig) - F0(sig)
ow, ou = np.linalg.eigh(A([[vs[0], -t], [-t, vs[1]]])); Es, rs = 2 * ow[0], 2 * ou[:, 0]**2
Eks = Es - eps / 2 * vs @ vs - vh @ sig + Eh + eps / 2 * v @ v
assert np.allclose(rs - eps * vh, rho, atol=1e-6) and abs(vh.sum()) < 1e-6
assert abs(Eks - E) < 1e-7 and abs(rs[0] - rho[0]) > 1e-2
show('F0_eps(s), E_Hxc,eps', [F0(sig), Eh], 'Ha'); show('v_Hxc', vh, 'Ha'); show('v_s', vs, 'Ha')
show('E_s = 2*orbital energy', Es, 'Ha'); show('rho_s', rs); show('rho_s-eps v_Hxc', rs - eps * vh)
show('eps|v_s|^2/2, <v_Hxc,s>', [eps / 2 * vs @ vs, vh @ sig], 'Ha'); show('E from Kohn-Sham', Eks, 'Ha')
# limit eps -> 0
n1 = 1.3; F = F_search(n1, t, U)
dF = (F_search(n1 + 1e-4, t, U) - F_search(n1 - 1e-4, t, U)) / 2e-4
show('F and dF/dn1 at (1.3,0.7)', [F, dF], 'Ha')
last, ratio, out = -np.inf, [], A([2.5, 0.0])
for e in (0.4, 0.2, 0.1, 0.01, 0.005):
    f = M.envelope(A([n1, 2 - n1]), e)[0]; ratio.append((F - f) / (e * dF**2 / 4))
    fo = M.envelope(out, e)[0]
    assert last < f < F and ratio[-1] <= 1; last = f
    assert M.ground(A([0., 0]))[0] <= fo - 0.25 / (2 * e) <= U + 1e-8
    print('eps %.3f 1/Ha: F_eps(1.3,0.7) %.6f Ha, gap/bound %.4f, F_eps(2.5,0) %.5f Ha' % (e, f, ratio[-1], fo))
assert abs(2 * ratio[-1] - ratio[-2] - 1) < 2e-3

# ---------- t = 0: kink and degeneracy ----------
def huber(s):
    x = abs(s[0] - s[1]) / 2; c = eps * U / 2
    hx = x * x / eps if x <= c else (U * x - eps * U * U / 4 if x <= 1 + c else U + (x - 1)**2 / eps)
    return (s[0] + s[1] - 2)**2 / (4 * eps) + hx
for s in ([1.1, 0.9], [1.0, 0.7], [1.7, 0.2], [-0.1, 2.1], [2.9, -0.4]):
    assert abs(envelope_nested(s, eps, 0, U) - huber(s)) < 1e-6
d = 1e-3
kF = [(F_search(1, 0, U) - F_search(1 - d, 0, U)) / d, (F_search(1 + d, 0, U) - F_search(1, 0, U)) / d]
en = lambda x: envelope_nested([1 + x, 1 - x], eps, 0, U)
kE = [(en(0) - en(-d)) / d, (en(d) - en(0)) / d]
assert abs(kF[1] - kF[0] - 2 * U) < 1e-6 and abs(kE[1] - kE[0]) < 3 * d / eps
show('t=0 one-sided slopes of F at n1=1', kF, 'Ha'); show('t=0 same for F_eps (step 1e-3)', kE, 'Ha')
for w in (A([-0.3, 0.3]), A([-0.6, 0.6]), A([-1., 1]), A([-2., 0.7])):
    r = simplex(lambda s: huber(s) + w @ s, [1, 1])
    assert abs(r.fun - (fock_energy(0, U, w) - eps / 2 * w @ w)) < 1e-8
    if w[1] in (0.3, 0.6):
        assert np.allclose(r.x + eps * w, [1, 1], atol=1e-5)
        show('t=0 v=(%.1f,%.1f) Ha: s' % tuple(w), r.x)
w = A([-1., 1]); seg = []
for y in (0, 0.5, 1):
    s = A([1 + y, 1 - y]) - eps * w; seg.append(envelope_nested(s, eps, 0, U) + w @ s)
assert np.allclose(seg, fock_energy(0, U, w) - eps / 2 * w @ w, atol=1e-6)
show('t=0 v=(-1,1): F_eps+<v,s> at n1=1,1.5,2', seg, 'Ha')

# ---------- two electrons on a 1D grid ----------
L, m, eg = 10.0, 24, 0.1; h = L / (m + 1); x = -L / 2 + h * np.arange(1, m + 1)
T = sp.diags([-0.5, 1.0, -0.5], [-1, 0, 1], shape=(m, m)) / h**2; I = sp.identity(m)
W = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
H0 = (sp.kron(T, I) + sp.kron(I, T) + sp.diags(W.ravel())).tocsr()
one = np.ones((m, 1))
G = Model(H0, np.kron(np.eye(m), one) + np.kron(one, np.eye(m)), h)
vg = -2 / np.sqrt(x**2 + 1); Eg, rg = G.ground(vg)
warm = [None]
def outer(s):
    f, p, warm[0] = G.envelope(s, eg, warm[0])
    return f + G.dot(vg, s), h * ((s - p) / eg + vg)
st = 0.5 * np.cos(0.9 * x) + 0.05 * x                 # changes sign, wrong integral
f, p, ps = G.envelope(st, eg); vt = (p - st) / eg
for _ in range(3):
    u = rng.normal(size=m); u /= np.sqrt(G.dot(u, u))
    fd = (G.envelope(st + 1e-3 * u, eg, ps)[0] - G.envelope(st - 1e-3 * u, eg, ps)[0]) / 2e-3
    assert abs(fd + G.dot(vt, u)) < 1e-4
dual = G.ground(vt)[0] - eg / 2 * G.dot(vt, vt) - G.dot(vt, st)
assert abs(dual - f) < 1e-7
r = minimize(outer, np.full(m, 0.2), jac=True, method='L-BFGS-B',
             options=dict(ftol=1e-14, gtol=1e-7, maxiter=80, maxfun=90))
sh = eg / 2 * G.dot(vg, vg); err = abs(r.x + eg * vg - rg).max()
assert abs(r.fun + sh - Eg) < 1e-7 and err < 1e-4
show('grid L, h', [L, h], 'bohr'); show('grid points', m); show('grid eps', eg, '1/(bohr Ha)')
show('test s=0.5cos(0.9x)+0.05x: integral, min', [h * st.sum(), st.min()])
show('test s: F_eps primal, dual', [f, dual], 'Ha')
show('grid |v|^2', G.dot(vg, vg), 'Ha^2 bohr'); show('grid integral of v', h * vg.sum(), 'Ha bohr')
show('grid E_eps (minimized), eps|v|^2/2', [r.fun, sh], 'Ha')
show('grid E recovered, diagonalized', [r.fun + sh, Eg], 'Ha'); show('grid E', Eg * EV, 'eV')
show('grid integral of s, of s+eps v', [h * r.x.sum(), h * (r.x + eg * vg).sum()])
show('grid at x=0.2 bohr: s, rho', [r.x[m // 2], rg[m // 2]], '1/bohr')
print('grid max|s+eps v-rho| = %.0e 1/bohr' % err)
print('OK')
```

Running it gives:

```
|1/r|^2 on ball R=10 bohr = 125.663706 Ha^2 bohr^3
dimer t, U, v1, v2 = 0.500000 2.000000 -1.000000 0.500000 Ha
dimer eps = 0.200000 1/Ha
Lipschitz ratio: max random, along (1,1) = 4.943422 5.000000 Ha
E by diagonalization = -1.083783 Ha
rho by diagonalization = 1.271836 0.728164 
E_eps by minimizing over s = -1.208783 Ha
minimizing s = 1.471836 0.628164 
sum of s = 2.100000 
eps|v|^2/2 = 0.125000 Ha
recovered E = -1.083783 Ha
recovered E = -29.491228 eV
recovered rho = s+eps v = 1.271836 0.728164 
F_eps(s), <v,s> = -0.051029 -1.157754 Ha
F(rho): search, F_eps-eps|v|^2/2 = -0.176029 -0.176029 Ha
shift c=1 Ha: change of E, of E_eps = 2.000000 1.900000 Ha
shift c=1 Ha: minimizing s = 1.271836 0.428164 
F0_eps(s), E_Hxc,eps = -0.903738 0.852709 Ha
v_Hxc = 0.544168 -0.544168 Ha
v_s = -0.455832 -0.044168 Ha
E_s = 2*orbital energy = -1.581419 Ha
rho_s = 1.380670 0.619330 
rho_s-eps v_Hxc = 1.271836 0.728164 
eps|v_s|^2/2, <v_Hxc,s> = 0.020973 0.459099 Ha
E from Kohn-Sham = -1.083783 Ha
F and dF/dn1 at (1.3,0.7) = -0.132499 1.590241 Ha
eps 0.400 1/Ha: F_eps(1.3,0.7) -0.278387 Ha, gap/bound 0.5769, F_eps(2.5,0) 1.63893 Ha
eps 0.200 1/Ha: F_eps(1.3,0.7) -0.226687 Ha, gap/bound 0.7449, F_eps(2.5,0) 2.28962 Ha
eps 0.100 1/Ha: F_eps(1.3,0.7) -0.186830 Ha, gap/bound 0.8594, F_eps(2.5,0) 3.10578 Ha
eps 0.010 1/Ha: F_eps(1.3,0.7) -0.138724 Ha, gap/bound 0.9846, F_eps(2.5,0) 14.48959 Ha
eps 0.005 1/Ha: F_eps(1.3,0.7) -0.135635 Ha, gap/bound 0.9923, F_eps(2.5,0) 26.99490 Ha
t=0 one-sided slopes of F at n1=1 = -2.000000 2.000000 Ha
t=0 same for F_eps (step 1e-3) = -0.005005 0.005005 Ha
t=0 v=(-0.3,0.3) Ha: s = 1.060000 0.940000 
t=0 v=(-0.6,0.6) Ha: s = 1.120000 0.880000 
t=0 v=(-1,1): F_eps+<v,s> at n1=1,1.5,2 = -0.200000 -0.200000 -0.200000 Ha
grid L, h = 10.000000 0.400000 bohr
grid points = 24.000000 
grid eps = 0.100000 1/(bohr Ha)
test s=0.5cos(0.9x)+0.05x: integral, min = -1.032230 -0.670747 
test s: F_eps primal, dual = 7.123198 7.123198 Ha
grid |v|^2 = 10.924088 Ha^2 bohr
grid integral of v = -9.090850 Ha bohr
grid E_eps (minimized), eps|v|^2/2 = -2.788742 0.546204 Ha
grid E recovered, diagonalized = -2.242538 -2.242538 Ha
grid E = -61.022563 eV
grid integral of s, of s+eps v = 2.909085 2.000000 
grid at x=0.2 bohr: s, rho = 1.090329 0.894212 1/bohr
grid max|s+eps v-rho| = 2e-08 1/bohr
OK
```
